# Photon-assisted tunnelling through a microwave-driven double quantum dot

**Setting.** A microwave field of angular frequency $\omega$ modulates the levels of quantum dots. Electrons are spinless, with charge magnitude $e$, and $\alpha=eV/\hbar\omega$ measures the drive. $J_n$ is the Bessel function of integer order $n$; its argument is $\alpha$ when none is written.

## Part (a): one driven level

*A level has energy $E_0+eV\cos\omega t$. Find the energies contained in its wave function, their weights, and the mean square sideband energy.*

**Answer.** The equation $i\hbar\dot\psi=(E_0+eV\cos\omega t)\psi$ integrates to

$$\psi(t)=e^{-iE_0t/\hbar}\,e^{-i\alpha\sin\omega t},$$

because $\int_0^t eV\cos\omega t'\,dt'/\hbar=\alpha\sin\omega t$. The generating function $e^{-i\alpha\sin\theta}=\sum_nJ_n(\alpha)e^{-in\theta}$ gives

$$\psi(t)=\sum_{n=-\infty}^{\infty}J_n(\alpha)\,e^{-i(E_0+n\hbar\omega)t/\hbar}.$$

The sidebands lie at $E_0+n\hbar\omega$ with weights $J_n^2(\alpha)$. These sum to one, since $f(\theta)=e^{-i\alpha\sin\theta}$ has modulus one and Parseval's theorem applies. Also

$$i\frac{df}{d\theta}=\alpha\cos\theta\,f=\sum_n nJ_ne^{-in\theta}.$$

Averaging the squared modulus over $\theta$ gives $\sum_nn^2J_n^2=\alpha^2/2$. The mean square sideband energy is therefore $(eV)^2/2$, the mean square of the applied modulation.

## Part (b): what a static probe sees

*The level decays at rate $\gamma$ and is fed coherently at energy $E$ with amplitude $g$. Find its long-time mean occupation.*

**Answer.** The amplitude obeys

$$i\hbar\dot c=(E_0+eV\cos\omega t-i\hbar\gamma/2)c+g\,e^{-iEt/\hbar}.$$

Put $c=e^{-iE_0t/\hbar-i\alpha\sin\omega t}\,b$. The driven energy cancels, and expanding $e^{+i\alpha\sin\omega t}$ in the source leaves

$$i\hbar\dot b=-\frac{i\hbar\gamma}{2}b+g\sum_nJ_n\,e^{-i(E-E_0-n\hbar\omega)t/\hbar}.$$

Each source term produces a response at its own frequency:

$$b=\sum_n\frac{gJ_n}{E-E_0-n\hbar\omega+i\hbar\gamma/2}\,e^{-i(E-E_0-n\hbar\omega)t/\hbar}.$$

Since $|c|^2=|b|^2$ and the cross terms average to zero,

$$\overline{|c|^2}=g^2\sum_n\frac{J_n^2(\alpha)}{(E-E_0-n\hbar\omega)^2+(\hbar\gamma/2)^2}.$$

The weights are thus the strengths of a series of resonances. These are the Tien-Gordon sidebands.

## Part (c): a double dot with slow leads

*Two dots in series have*

$$H=\tfrac12(\varepsilon+eV\cos\omega t)\sigma_z+t_c\sigma_x,\qquad \sigma_z=|L\rangle\langle L|-|R\rangle\langle R|.$$

*At most one extra electron is present. The left dot is filled at rate $\Gamma_L$ and the right dot emptied at rate $\Gamma_R$. The dot levels lie deep inside the bias window compared with all relevant photon and thermal energies, and the lead couplings are assumed independent of energy, so both rates are constant. There are no phonons. For very slow leads, find the current and the condition for a peak.*

**Answer.** Here $\varepsilon$ is the left minus the right level energy, $t_c$ is the tunnel coupling, and $V$ acts between the dots. A periodic $H$ has solutions $e^{-iqt/\hbar}|a(t)\rangle$ with periodic $|a(t)\rangle$ and quasienergy $q$. As $H$ is traceless, the second, orthogonal solution $|b(t)\rangle$ has quasienergy $-q$. Let $s$ be the period average of $\langle a|\sigma_z|a\rangle$. The trace of $\sigma_z$ vanishes, so state $b$ has average $-s$.

State $a$ has mean weight $(1+s)/2$ on the left and $(1-s)/2$ on the right. When both $\hbar\Gamma_L$ and $\hbar\Gamma_R$ are far below the quasienergy gap (taken modulo $\hbar\omega$) and $\hbar\omega$, coherences between $a$ and $b$ average out. With $P_0$ the probability of an empty double dot, balance of filling and emptying gives

$$P_a=P_0\frac{\Gamma_L}{\Gamma_R}\frac{1+s}{1-s},\qquad P_b=P_0\frac{\Gamma_L}{\Gamma_R}\frac{1-s}{1+s}.$$

The two fractions add to $2(1+s^2)/(1-s^2)$. Normalization fixes $P_0$, and $I=e\Gamma_LP_0$ becomes

$$I=\frac{e\Gamma_L}{1+2(\Gamma_L/\Gamma_R)(1+s^2)/(1-s^2)}.$$

The current is largest at $s=0$, where both Floquet states are shared equally by the dots.

To express $s$ through $q$, use $(H-i\hbar\partial_t)|a\rangle=q|a\rangle$. This operator is Hermitian under the period-averaged inner product. On differentiating $q$ with respect to $\varepsilon$, the terms from $\partial_\varepsilon|a\rangle$ cancel by normalization, leaving

$$\frac{\partial q}{\partial\varepsilon}=\overline{\langle a|\tfrac12\sigma_z|a\rangle}=\frac{s}{2}.$$

A peak of full height therefore sits where $q$ is stationary in $\varepsilon$; at a photon resonance this is the minimum of an avoided crossing. When $t_c$ is comparable with $\hbar\omega$ and the drive is strong, $s$ can also vanish at a maximum of the gap, and shallow local maxima of the current with $s\neq0$ can occur (for example near $\varepsilon=1.18\,\hbar\omega$ at $t_c=0.8\,\hbar\omega$, $\alpha=2$).

## Part (d): the weak-drive resonance condition

*Find the peak detunings as $\alpha\to0$, and the power of $\alpha$ with which they depart from this limit.*

**Answer.** Let $U$ be the propagator over one period $2\pi/\omega$. Its eigenvalues are $e^{\mp2\pi iq/\hbar\omega}$, so

$$F(\varepsilon,\alpha)\equiv\tfrac12\operatorname{Tr}U=\cos\frac{2\pi q}{\hbar\omega}.$$

While the gap is open, $\partial F/\partial\varepsilon=0$ is equivalent to $s=0$. Without drive, $H^2=(\varepsilon^2/4+t_c^2)\mathbb 1$, so the eigenvalues are $\pm\Omega/2$ with $\Omega=\sqrt{\varepsilon^2+4t_c^2}$. Hence

$$F(\varepsilon,0)=\cos\frac{\pi\Omega}{\hbar\omega},\qquad \frac{\partial F}{\partial\varepsilon}=-\frac{\pi}{\hbar\omega}\frac{\varepsilon}{\Omega}\sin\frac{\pi\Omega}{\hbar\omega}.$$

Apart from $\varepsilon=0$, the derivative vanishes when

$$\boxed{\sqrt{\varepsilon^2+4t_c^2}=n\hbar\omega},\qquad n\hbar\omega>2t_c,\quad n=1,2,\ldots$$

At such a point the second derivative is $-(-1)^n(\pi\varepsilon/\hbar\omega\Omega)^2\neq0$, so the extremum moves smoothly when the drive is turned on. Reversing the sign of $V$ amounts to a shift of time by half a period, which leaves $\operatorname{Tr}U$ unchanged. The position is therefore even in $\alpha$, and its departure from the boxed condition starts in general at order $\alpha^2$.

The boxed condition is thus a weak-drive limit. The gap closes as $\alpha\to0$, so the lead rates must be reduced first if the peak is to remain resolved. At $t_c=0.3\,\hbar\omega$, halving $\alpha$ from 0.2 to 0.1 reduces the computed shifts for $n=1,2,3$ by factors of 3.98, 3.96 and 4.02.

## Part (e): effective coupling and finite-drive shift

*For $t_c\ll\hbar\omega$, find the coupling at the $n$th resonance and its position to order $t_c^2$ at finite $\alpha$.*

**Answer.** Write the state as $W\phi$ with $W=e^{-i\chi\sigma_z/2}$ and $\chi=n\omega t+\alpha\sin\omega t$. The new Hamiltonian is $W^\dagger HW-i\hbar W^\dagger\dot W$. Its last term equals $-\frac12(n\hbar\omega+eV\cos\omega t)\sigma_z$, which removes the drive from the diagonal. With $\sigma_+=|L\rangle\langle R|$ and $\sigma_-=\sigma_+^\dagger$, one has $W^\dagger\sigma_+W=e^{i\chi}\sigma_+$. Expanding $e^{i\chi}$ gives $\tilde H=\sum_kH_ke^{ik\omega t}$, where

$$H_0=\tfrac12(\varepsilon-n\hbar\omega)\sigma_z+t_cJ_{-n}\sigma_x,$$

$$H_k=t_c(J_{k-n}\sigma_++J_{-k-n}\sigma_-)\quad(k\ne0).$$

The effective coupling is $T_n=t_cJ_{-n}(\alpha)$, with $|T_n|=t_c|J_n(\alpha)|$.

The oscillating part $X=\sum_{k\ne0}H_ke^{ik\omega t}$ shifts the resonance. Remove it to first order by $\phi=e^{-iK}\eta$, with $\hbar\dot K=X$ and $K=\sum_{k\neq0}H_ke^{ik\omega t}/(ik\hbar\omega)$. To second order,

$$e^{iK}\tilde He^{-iK}\simeq H_0+X+i[K,H_0+X],$$

$$-i\hbar e^{iK}\partial_te^{-iK}\simeq-X-\tfrac i2[K,X].$$

Their sum is $H_0+i[K,H_0]+\frac i2[K,X]$. The middle term has zero average. Averaging the last gives

$$H_{\rm eff}=H_0+\sum_{k\ge1}\frac{[H_k,H_{-k}]}{k\hbar\omega}.$$

Since $[\sigma_+,\sigma_-]=\sigma_z$, the commutator is $t_c^2(J_{k-n}^2-J_{-k-n}^2)\sigma_z$. Using $J_{-m}^2=J_m^2$, the effective detuning is

$$\delta=\varepsilon-n\hbar\omega+\frac{2t_c^2}{\hbar\omega}S_n,\qquad S_n=\sum_{k\ge1}\frac{J_{n-k}^2-J_{n+k}^2}{k}.$$

Setting $\delta=0$ gives

$$\varepsilon_n=n\hbar\omega-\frac{2t_c^2}{\hbar\omega}S_n(\alpha)+O(t_c^4).$$

There is no cubic term: conjugation by $\sigma_z$ reverses $t_c$ without changing $F$, so the position is even in $t_c$.

As $\alpha\to0$, the term $k=n$ alone survives and $S_n\to1/n$. This agrees with the expansion $\sqrt{(n\hbar\omega)^2-4t_c^2}\simeq n\hbar\omega-2t_c^2/(n\hbar\omega)$. For small $\alpha$, $J_0^2\simeq1-\alpha^2/2$ and $J_1^2\simeq\alpha^2/4$ give

$$S_1\simeq1-\tfrac12\alpha^2+\tfrac18\alpha^2=1-\tfrac38\alpha^2,$$

$$S_2\simeq\tfrac14\alpha^2+\tfrac12\left(1-\tfrac12\alpha^2\right)+\tfrac1{12}\alpha^2=\tfrac12+\tfrac1{12}\alpha^2.$$

A weak drive therefore moves the first peak up in detuning and the second peak down. At stronger drive the second shift reverses: $S_2$ falls below $\tfrac12$ between $\alpha=1.5$ and $\alpha=2$ ($S_2\simeq0.486$ at $\alpha=2$), and the second peak then moves up.

## Part (f): height, width and the Tien-Gordon limit

*Find the current near one isolated resonance. Then find the current to order $t_c^2$ with all sidebands retained.*

**Answer.** Near resonance keep the static coupling $T=T_n$ and the detuning $\delta$. The transformation $W$ is diagonal in the dots and leaves the lead terms unchanged. With $\rho_{00}=1-\rho_{LL}-\rho_{RR}$,

$$\dot\rho_{LL}=\Gamma_L\rho_{00}+\frac{iT}{\hbar}(\rho_{LR}-\rho_{RL}),$$

$$\dot\rho_{RR}=-\Gamma_R\rho_{RR}-\frac{iT}{\hbar}(\rho_{LR}-\rho_{RL}),$$

$$\dot\rho_{LR}=-\left(\frac{i\delta}{\hbar}+\frac{\Gamma_R}{2}\right)\rho_{LR}+\frac{iT}{\hbar}(\rho_{LL}-\rho_{RR}).$$

In the steady state the last equation gives

$$\rho_{LR}=\frac{iT(\rho_{LL}-\rho_{RR})}{\hbar\Gamma_R/2+i\delta}.$$

As $\rho_{LR}-\rho_{RL}=2i\operatorname{Im}\rho_{LR}$, the particle current from left to right is

$$j=\frac{2T}{\hbar}\operatorname{Im}\rho_{LR}=w(\rho_{LL}-\rho_{RR}),\qquad w=\frac{T^2\Gamma_R}{\delta^2+(\hbar\Gamma_R/2)^2}.$$

The same current passes both leads, so $\rho_{RR}=j/\Gamma_R$, $\rho_{00}=j/\Gamma_L$ and $\rho_{LL}=j/w+j/\Gamma_R$. These probabilities sum to one, hence $1/j=1/w+2/\Gamma_R+1/\Gamma_L$, or

$$I_n=\frac{e\Gamma_RT_n^2}{\delta^2+(\hbar\Gamma_R/2)^2+T_n^2(2+\Gamma_R/\Gamma_L)}.$$

The full width at half height is $2\sqrt{(\hbar\Gamma_R/2)^2+T_n^2(2+\Gamma_R/\Gamma_L)}$. For large $|T_n|/\hbar\Gamma_R$ at fixed $\Gamma_R/\Gamma_L$ the height saturates at $e\Gamma_R/(2+\Gamma_R/\Gamma_L)$, which is the $s=0$ current of part (c).

For very weak tunnelling return to the original frame and set $\rho_{LL}\simeq1$, $\rho_{RR}\simeq0$:

$$\dot\rho_{LR}=-\left(\frac{i(\varepsilon+eV\cos\omega t)}{\hbar}+\frac{\Gamma_R}{2}\right)\rho_{LR}+\frac{it_c}{\hbar}.$$

The substitution $\rho_{LR}=e^{-i\alpha\sin\omega t}b$ leads, as in part (b), to

$$b=\sum_m\frac{it_cJ_me^{im\omega t}}{\hbar\Gamma_R/2+i(\varepsilon+m\hbar\omega)}.$$

Multiplying by $e^{-i\alpha\sin\omega t}=\sum_lJ_le^{-il\omega t}$ and averaging selects $l=m$. With $m=-n$, the mean of $(2et_c/\hbar)\operatorname{Im}\rho_{LR}$ is

$$I\simeq e\sum_nJ_n^2(\alpha)\frac{t_c^2\Gamma_R}{(\varepsilon-n\hbar\omega)^2+(\hbar\Gamma_R/2)^2}.$$

This holds when $t_c^2(2+\Gamma_R/\Gamma_L)\ll(\hbar\Gamma_R/2)^2$. In this regime a peak's height follows $J_n^2$ as long as the tails of the other terms in the sum are small beside it; at stronger coupling the heights saturate. A peak at $\varepsilon>0$ corresponds to emission of $n$ quanta into the field, and its partner at $\varepsilon<0$ to absorption.

## Part (g): numerical case

*Take $\omega/2\pi=10$ GHz, $t_c=5$ µeV, $\Gamma_L=\Gamma_R=2\times10^8$ s$^{-1}$ and $\alpha=1$. Find the first three peaks at positive detuning and assess the approximations.*

**Answer.** These are round model parameters. The photon energy is $\hbar\omega=41.357$ µeV. The weak-drive condition gives, for $n=1$,

$$\varepsilon=\sqrt{41.357^2-4(5)^2}\ \text{µeV}=40.13\ \text{µeV}.$$

For the finite-drive position, the weights $J_0^2=0.5855$, $J_1^2=0.1936$, $J_2^2=0.0132$ and $J_3^2=0.0004$ give

$$S_1\simeq0.5723+0.0966+0.0044+0.0001=0.673.$$

Thus $\varepsilon_1\simeq41.357-(50/41.357)(0.673)=40.54$ µeV. The periodic density-matrix equation, solved with all sidebands coupled, gives the last three columns below.

| $n$ | Weak-drive position (µeV) | Position (µeV) | Height (pA) | Width (µeV) |
|---|---|---|---|---|
| 1 | 40.13 | 40.54 | 10.68 | 8.07 |
| 2 | 82.11 | 82.04 | 10.64 | 2.04 |
| 3 | 123.67 | 123.64 | 9.27 | 0.37 |

The first peak moves up and the second down, as part (e) predicts for small $\alpha$. The shifts from the weak-drive positions are about 5%, 3% and 8% of the respective widths. All three peaks coincide with the minima of the quasienergy gap to the digits shown.

The third peak shows why its height does not follow its small sideband weight. Its coupling is $|T_3|=0.0978$ µeV, while $\hbar\Gamma_R/2=0.0658$ µeV and $e\Gamma_R=32.04$ pA. Therefore

$$I_3=32.04\,\frac{0.0978^2}{0.0658^2+3(0.0978)^2}\ \text{pA}\simeq9.28\ \text{pA}.$$

The weight $J_3^2$ is about 500 times smaller than $J_1^2$, yet the height is only 13% lower than that of the first peak. The small coupling appears mainly as a narrow line. Without microwaves, the current at the third peak's detuning is 0.05 pA.

The isolated-resonance formula gives a first-peak width of 7.62 µeV; the width from the density-matrix equation with all sidebands is 6% larger. The transformation $W$ of part (e) is exact and leaves the lead terms unchanged, and the formula omits only the oscillating terms $H_k$ with $k\ne0$, apart from their constant shift of $\delta$, which does not affect the width. These terms therefore cause the difference. Phonon-assisted tunnelling, additional orbital or spin states, and a bias comparable with the photon energies would require an extended model. Further values are given in the numerical output.

## Numbers as computed

```
Worked example: round model parameters
frequency = 10.0 GHz, photon energy = 41.357 ueV
t = 5.00 ueV, t/(hbar w) = 0.1209
GL = GR = 2.00e+08 1/s, hbar*GR = 0.1316 ueV
alpha = 1.00, drive amplitude eV = 41.357 ueV
e*GR = 32.044 pA, saturated peak e*GR/3 = 10.681 pA
Sideband weights from Fourier quadrature (same for -n):
  n = 0: weight = 0.585527
  n = 1: weight = 0.193645
  n = 2: weight = 0.013203
  n = 3: weight = 0.000383
sum of weights = 1.000000
mean square sideband order = 0.500000
Peak n = 1: effective coupling t|J_n| = 2.2003 ueV
  position, root condition   = 40.129 ueV
  position, second order     = 40.542 ueV
  position, gap minimum      = 40.536 ueV
  position, full current     = 40.536 ueV
  height: formula 10.678 pA, full 10.678 pA
  full width at half height: formula 7.623 ueV, full 8.066 ueV
  undriven current at same detuning = 0.4662 pA
Peak n = 2: effective coupling t|J_n| = 0.5745 ueV
  position, root condition   = 82.107 ueV
  position, second order     = 82.044 ueV
  position, gap minimum      = 82.040 ueV
  position, full current     = 82.040 ueV
  height: formula 10.635 pA, full 10.635 pA
  full width at half height: formula 1.995 ueV, full 2.044 ueV
  undriven current at same detuning = 0.1177 pA
Peak n = 3: effective coupling t|J_n| = 0.0978 ueV
  position, root condition   = 123.666 ueV
  position, second order     = 123.639 ueV
  position, gap minimum      = 123.638 ueV
  position, full current     = 123.638 ueV
  height: formula 9.280 pA, full 9.274 pA
  full width at half height: formula 0.364 ueV, full 0.366 ueV
  undriven current at same detuning = 0.0521 pA
Weak-drive limit at t = 0.3 hbar w (energies in hbar w):
  n = 1: root 0.80000, shift at alpha 0.2 = 3.353e-03, at 0.1 = 8.424e-04, ratio 3.981
  n = 2: root 1.90788, shift at alpha 0.2 = -6.210e-04, at 0.1 = -1.567e-04, ratio 3.962
  n = 3: root 2.93939, shift at alpha 0.2 = -1.540e-04, at 0.1 = -3.833e-05, ratio 4.017
Second-order position error, n = 1, alpha = 1 (hbar w): t=0.16: 5.01e-04, t=0.08: 3.06e-05
```
